# The Kirchhoff Transformation for Steady Conduction with Temperature-Dependent Conductivity, part 2

A long transistor finger heats a semiconductor die whose conductivity \(k(T)\) falls with temperature. We seek the steady temperature \(T\), in kelvin, which by part (a) obeys

\[
\nabla\cdot\big(k(T)\nabla T\big)+q=0 ,
\]

where \(q\) is the prescribed heating density in W/m³. The base is held at \(T_0=300\) K; the top and sides are adiabatic.

The Kirchhoff transformation of part (b) replaces \(T\) by \(\theta=T_0+\Delta\), with the transformed rise \(\Delta=(1/k_0)\int_{T_0}^{T}k(s)\,ds\) and \(k_0=k(T_0)\). The heat flux density is \(\mathbf j=-k_0\nabla\theta\). By part (d), \(\Delta\) is the unique solution of

\[
k_0\nabla^2\Delta=-q,\qquad
\Delta=0\ \text{on the base},\qquad
\partial_n\Delta=0\ \text{elsewhere on the surface},
\]

where \(\partial_n\) is the normal derivative, and \(\Delta\) is proportional to the power.

The material has \(k=k_0(T/T_0)^{-n}\), with \(k_0=150\) W/(m K) and \(n=4/3\). For this law part (e) gives

\[
\Delta=\frac{T_0}{n-1}\left[1-\left(\frac{T}{T_0}\right)^{1-n}\right],
\qquad
T=T_0\left[1-\frac{(n-1)\Delta}{T_0}\right]^{-1/(n-1)},
\]

\[
\frac{dT}{d\Delta}=\frac{k_0}{k(T)},
\qquad
T-T_0\approx\Delta+\frac{n\Delta^2}{2T_0}.
\]

The last relation holds to second order. No bounded steady state exists if \(\Delta\) reaches \(\Delta_{\max}=T_0/(n-1)\) anywhere.

The temperature depends on the horizontal distance \(x\) from the middle of the die and the depth \(z\) below its top. The die has full width \(2L=200\) µm and thickness \(H=100\) µm. Heat is released uniformly in \(|x|<a\), \(0<z<d\), with \(2a=20\) µm and \(d=10\) µm. The power per length of finger is \(P'=12\) W/mm.

The closing numerical list also includes earlier checks: the transformation identity in homogeneous and graded material, and a uniform slab whose flux is doubled, with an isothermal or a convectively cooled base.

### (g) Solve the linear problem for \(\Delta(x,z)\) as a cosine series.

**Solution.** The arrangement is symmetric about \(x=0\), so no heat crosses that plane. It is enough to solve for \(0<x<L\) with \(\partial_x\Delta=0\) at both ends. The functions \(\cos(\lambda_mx)\) with \(\lambda_m=m\pi/L\) satisfy these conditions, and they suggest the series

\[
\Delta(x,z)=g_0(z)+\sum_{m=1}^{\infty}g_m(z)\cos(\lambda_mx).
\]

Inside the heated depth the source is \(q\) for \(x<a\) and zero beyond. Its cosine coefficients are

\[
\begin{aligned}
q_0&=\frac1L\int_0^aq\,dx=\frac{qa}{L},\\
q_m&=\frac2L\int_0^aq\cos(\lambda_mx)\,dx=\frac{2q\sin(\lambda_ma)}{\lambda_mL}.
\end{aligned}
\]

The factors \(1/L\) and \(2/L\) arise because the squares of 1 and of \(\cos(\lambda_mx)\) integrate to \(L\) and \(L/2\).

**The uniform mode.** It obeys \(k_0g_0''=-q_0\) for \(z<d\) and \(g_0''=0\) for \(z>d\). The adiabatic top requires \(g_0'(0)=0\), so \(g_0'=-q_0z/k_0\) inside the heated depth. The source is finite, so the slope is continuous at \(z=d\), and below this depth it keeps the value \(-q_0d/k_0\). With \(g_0(H)=0\),

\[
g_0=\frac{q_0d(H-z)}{k_0}\quad(z>d).
\]

Integrating the slope upwards from \(z=d\), where \(g_0=q_0d(H-d)/k_0\), gives

\[
g_0=\frac{q_0}{k_0}\left[d(H-d)+\frac{d^2-z^2}{2}\right]\quad(z<d).
\]

**The other modes.** Write \(\lambda\) for \(\lambda_m\). Two derivatives of the cosine give \(-\lambda^2\), so

\[
k_0(g_m''-\lambda^2g_m)=
\begin{cases}-q_m,&z<d,\\0,&z>d.\end{cases}
\]

Let \(C=q_m/(k_0\lambda^2)\), which is a particular solution inside the heated depth. The solutions with zero slope at the top and zero value at the base are

\[
g_m=C+A\cosh\lambda z\ \ (z<d),\qquad
g_m=B\sinh\lambda(H-z)\ \ (z>d).
\]

Continuity of the value and of the slope at \(z=d\) requires

\[
\begin{aligned}
C+A\cosh\lambda d&=B\sinh\lambda(H-d),\\
A\sinh\lambda d&=-B\cosh\lambda(H-d).
\end{aligned}
\]

The second condition gives \(A=-B\cosh\lambda(H-d)/\sinh\lambda d\). Substituting it in the first,

\[
C=B\,\frac{\sinh\lambda d\,\sinh\lambda(H-d)+\cosh\lambda d\,\cosh\lambda(H-d)}{\sinh\lambda d}
=B\,\frac{\cosh\lambda H}{\sinh\lambda d},
\]

by the addition theorem for the hyperbolic cosine. This fixes \(B\), and then \(A\):

\[
B=C\,\frac{\sinh\lambda d}{\cosh\lambda H},\qquad
A=-C\,\frac{\cosh\lambda(H-d)}{\cosh\lambda H}.
\]

The modes are therefore

\[
g_m=\frac{q_m}{k_0\lambda^2}
\begin{cases}
1-\dfrac{\cosh\lambda z\,\cosh\lambda(H-d)}{\cosh\lambda H},&z<d,\\[2ex]
\dfrac{\sinh\lambda d\,\sinh\lambda(H-z)}{\cosh\lambda H},&z>d.
\end{cases}
\]

The uniform mode carries all the heat to the base: its flux \(q_0d\) times the full width \(2L\) is \(2qad=P'\). The other modes average to zero over the width. They describe how the heat spreads sideways from the finger.

### (h) Find the peak temperature and the temperatures below the finger. How large is the error of a calculation with constant conductivity \(k_0\)?

**Solution.** The heating density is

\[
q=\frac{P'}{2ad}=\frac{1.2\times10^4\ \text{W/m}}{(20\times10^{-6}\ \text{m})(10\times10^{-6}\ \text{m})}
=6.0\times10^{13}\ \text{W/m}^3 .
\]

The maximum lies at the middle of the top surface, \(x=z=0\). To see this, first note that \(\nabla^2\Delta=-q/k_0\le0\), so the minimum principle with these boundary conditions gives \(\Delta\ge0\). Now let \(v=\partial_x\Delta\). Since \(q\) does not increase with \(x\), \(\nabla^2v=-\partial_xq/k_0\ge0\). Also \(v=0\) at \(x=0\), at \(x=L\) and on the base, and \(\partial_zv=0\) at the top. The maximum principle then gives \(v\le0\). The same reasoning applies to \(\partial_z\Delta\). It vanishes at the top, has no normal derivative at the sides, and cannot be positive at the base, where the non-negative \(\Delta\) falls to zero. So \(\Delta\) does not increase with \(x\) or with \(z\), and neither does \(T\).

At this point the uniform mode contributes

\[
\begin{aligned}
g_0(0)&=\frac{qa}{Lk_0}\left[d(H-d)+\frac{d^2}2\right]\\
&=\frac{6.0\times10^{12}\times9.5\times10^{-10}}{150}\ \text{K}=38.0\ \text{K}.
\end{aligned}
\]

The sum of the series is \(\Delta=78.76\) K, so the spreading modes add 40.8 K, slightly more than half. The sum was taken to \(m=400\). The size of the omitted part can be bounded: at \(z=0\) the bracket in \(g_m\) lies between 0 and 1, and \(|\sin\lambda_ma|\le1\), so

\[
\sum_{m>400}|g_m(0)|\le\frac{2qL^2}{\pi^3k_0}\sum_{m>400}\frac1{m^3}
<\frac{qL^2}{\pi^3k_0\,(400)^2}<0.001\ \text{K}.
\]

The second inequality replaces the sum by the integral of \(m^{-3}\) from 400 upwards.

For \(n=4/3\), \(T_0/(n-1)=900\) K and \(1/(n-1)=3\). The peak temperature is

\[
T_{\rm peak}=300\left(1-\frac{78.76}{900}\right)^{-3}\text{K}=394.9\ \text{K}\quad(121.7\ ^\circ\text{C}).
\]

A calculation with constant \(k_0\) would give \(300+78.8=378.8\) K. It misses 16.1 K, or 17 % of the true rise in this model. The second-order expansion of part (e) adds \((4/3)(78.76)^2/600=13.8\) K to the constant-conductivity result and gives 392.55 K, which is 2.3 K too low.

The temperatures below the middle of the finger follow from the same two steps:

| Depth (µm) | \(\Delta\) (K) | \(T\) (K) |
|---:|---:|---:|
| 0 | 78.8 | 394.9 |
| 10 | 68.1 | 379.9 |
| 25 | 45.3 | 350.3 |
| 50 | 25.7 | 327.2 |
| 75 | 12.0 | 312.4 |

At a depth of 75 µm the rise \(T-T_0\) exceeds \(\Delta\) by only 0.3 K. The correction is concentrated near the finger because its leading term is quadratic in \(\Delta\).

These results were tested against a finite-volume solution of the original nonlinear equation, in which no transformation is used. On a grid of \(80\times80\) cells for the half die, the largest difference in \(T\) at any cell centre was 0.098 K. On \(40\times40\) cells it was 0.385 K. Halving the cell width thus reduced the difference by a factor of 3.9, close to the factor of 4 of a second-order method.

### (i) How does the peak temperature respond to a change in power? Is there a largest power?

**Solution.** By part (d), \(\Delta\) at a given point is proportional to \(P'\), so \(d\Delta/dP'=\Delta/P'\). The chain rule with \(dT/d\Delta=k_0/k(T)\) gives the differential thermal resistance

\[
\frac{dT}{dP'}=\frac{k_0}{k(T)}\,\frac{\Delta}{P'} .
\]

The conductivity that enters is the one at the point where the temperature is observed, although the heat passes through the whole die. The reason is that \(\Delta\) at this point already contains the heat path, and the conversion from \(\Delta\) to \(T\) is local.

Three resistances can now be compared at 12 W/mm. With constant conductivity, \(\Delta/P'=78.76/12=6.56\) K mm/W. The actual ratio of rise to power is \((T_{\rm peak}-T_0)/P'=94.86/12=7.905\) K mm/W. At the peak the conductivity has fallen to 104 W/(m K), so \(k_0/k=1.4424\), and the differential resistance is \(1.4424\times6.563=9.47\) K mm/W. A small increase in power therefore raises the peak temperature 20 % more than the ratio of rise to power would suggest.

The formula was tested by changing the power by 1 % up and down in the finite-volume solution with \(40\times40\) cells. At the centre of the hottest cell the slope was 9.457 K mm/W, and the formula gave 9.415 K mm/W at the same point. The two differ by less than 0.5 %.

For larger changes the peak \(\Delta\) is scaled and then converted:

| \(P'\) (W/mm) | \(\Delta\) (K) | \(T_{\rm peak}\) (K) |
|---:|---:|---:|
| 6 | 39.4 | 343.1 |
| 12 | 78.8 | 394.9 |
| 24 | 157.5 | 534.3 |

The first doubling of the power multiplies the rise \(T_{\rm peak}-T_0\) by 2.20, and the second by 2.47. In the finite-volume solution, going from 6 to 12 W/mm multiplied the rise of the hottest cell by 2.20, while the ratio of the transformed rises differed from 2 by less than \(10^{-5}\) in every cell.

The largest power follows from the range of \(\Delta\). The peak value reaches 900 K at

\[
P'_{\max}=12\ \text{W/mm}\times\frac{900}{78.76}=137\ \text{W/mm}.
\]

As the power approaches this value from below, the peak temperature of the model grows without bound. At or above it there is no bounded steady state. This is a property of the power law continued to arbitrarily high temperature. It is not an estimate of the power at which a device fails, since the assumed \(k(T)\) need not hold at such temperatures.

### (j) Two different materials are joined in perfect thermal contact. When does the transformation still give a linear problem?

**Solution.** Let the materials be numbered \(i=1,2\), with conductivities \(k_i(T)=k_{i0}f_i(T)\) and \(f_i(T_0)=1\). Each material is homogeneous, so each has its own transformed rise

\[
\Delta_i(T)=\int_{T_0}^{T}f_i(s)\,ds,
\]

which obeys a Poisson equation with conductivity \(k_{i0}\). Perfect contact means that the temperature and the normal flux are continuous at the interface. The flux condition is linear, \(k_{10}\partial_n\Delta_1=k_{20}\partial_n\Delta_2\), where both derivatives are taken along the same normal. At the interface temperature \(T_*\), however,

\[
\Delta_1(T_*)-\Delta_2(T_*)=\int_{T_0}^{T_*}\big[f_1(s)-f_2(s)\big]ds .
\]

If the two materials have the same temperature factor, \(f_1=f_2\), this difference is zero. The transformed rise is then continuous, and the problem is linear even though \(k_{10}\) and \(k_{20}\) differ. If the factors differ, the transformed rise in general jumps by an amount that depends on the unknown interface temperature, and the interface condition is nonlinear.

A slab of two layers shows the size of the effect. Each layer is 50 µm thick, the flux is \(10^8\) W/m², and the base is at 300 K. The lower layer has conductivity 50 W/(m K) at \(T_0\), and the upper layer is the material used above. If both layers have \(n=4/3\), the transformed rises across them add:

\[
\begin{aligned}
\Delta_{\rm top}&=10^8\times50\times10^{-6}\left(\frac1{50}+\frac1{150}\right)\text{K}\\
&=(100+33.3)\ \text{K}=133.3\ \text{K}.
\end{aligned}
\]

The top temperature is then \(300(1-133.3/900)^{-3}=485.3\) K, and direct integration of Fourier's law through both layers gave the same value.

Now let the lower layer have a constant conductivity. Its physical rise is 100 K, so the interface is at 400 K. In the upper material this temperature corresponds to \(\Delta=900[1-(4/3)^{-1/3}]=82.3\) K, which is 17.7 K less than the 100 K on the lower side. The transformed rise at the top is therefore \(82.30+33.33=115.63\) K, and the top temperature is \(300(1-115.63/900)^{-3}=453.2\) K, again in agreement with direct integration. Treating the transformed rise as continuous would have given 485.3 K, which is 32 K too high.

In this slab the flux is known in advance, so the interface temperature can be found layer by layer. In a die where the heat spreads sideways, the interface temperature varies from point to point and has to be found together with the flux, for example by iteration. The values used in both halves are listed in the numerical output below.

## Calculated quantities

```
Base temperature T0: 300 K
Conductivity k0 at T0: 150 W/(m K)
Conductivity exponent n: 1.3333
Full die width: 200 um
Die thickness: 100 um
Full heater width: 20 um
Heater depth: 10 um
Power per finger length: 12.0 W/mm
Heating density q: 6.000e+13 W/m^3
Peak linear rise delta: 78.76 K
Peak T, constant k0: 378.76 K
Peak T, Kirchhoff: 394.86 K
Peak T in Celsius: 121.71 deg C
Peak T missed by constant k0: 16.10 K
Peak T, second-order expansion: 392.55 K
Conductivity at peak: 103.99 W/(m K)
Ratio k0/k at peak: 1.4424
Resistance, constant k0: 6.563 K mm/W
Resistance, Kirchhoff: 7.905 K mm/W
Differential resistance: 9.467 K mm/W
Depth 10 um: delta 68.13 K, T 379.91 K
Depth 25 um: delta 45.33 K, T 350.31 K
Depth 50 um: delta 25.69 K, T 327.23 K
Depth 75 um: delta 12.02 K, T 312.35 K
Power 6.0 W/mm: delta 39.38 K, peak T 343.10 K
Power 24.0 W/mm: delta 157.52 K, peak T 534.32 K
Upper limit of delta: 900.0 K
Limiting power: 137.1 W/mm
Identity, relative error, homogeneous: 1.9e-06
Identity, relative error, graded: 0.174
Largest T difference, 40 x 40 cells: 0.385 K
Largest T difference, 80 x 80 cells: 0.098 K
Largest difference, constant k0, 80 x 80: 0.071 K
Double power, largest |delta ratio - 2|: 3.9e-06
Double power, ratio of hottest-cell T rises: 2.2010
Hottest-cell slope, direct: 9.457 K mm/W
Hottest-cell slope, formula: 9.415 K mm/W
Slab thickness: 100 um
Slab full flux: 1.50e+08 W/m^2
Film coefficient: 1.0e+06 W/(m^2 K)
Slab delta ratio, isothermal base: 2.000000
Slab delta ratio, convective base: 1.8668
Two layers, thickness of each: 50 um
Two layers, flux: 1.0e+08 W/m^2
Two layers, lower k at T0: 50 W/(m K)
Top T assuming continuous theta: 485.32 K
Top T, direct, same factor: 485.32 K
Top T, direct, constant lower k: 453.19 K
Interface T, constant lower k: 400.00 K
Theta jump, lower minus upper: 17.70 K
```
